**Copper limiting current with migration in a stagnant film**

The program tests i_lim = (2FDc/δ)E, with E = (2 + 2q − q²)/(1 + q + q²) and q = [a/(a+c)]^(1/3). Here c and a are the bulk copper sulfate and sulfuric acid concentrations, D is the copper-ion diffusivity, δ the film thickness and F the Faraday constant. It asserts agreement with direct integration of the ion equations for six acid-to-copper ratios from 10⁻⁶ to 100, and separately recovers the acid-free factor of two. A transient simulation asserts that two different choices of inert-ion diffusivities give the same steady flux, and a Poisson–Nernst–Planck calculation asserts convergence to the neutral-film result as the Debye length shrinks. For the low-acid example the output gives E = 1.54 and 179 mA/cm²; for the high-acid example it gives E = 1.05 and 60.8 mA/cm². Including bisulfate raises the low-acid factor to 1.88 or 2.07 for the two dissociation constants used, so full dissociation is a poor assumption there. The output also sizes activity, variable diffusivity, convection, surface growth, screening and the onset of hydrogen evolution.

## Numerical check

```python
"""
Migration-enhanced limiting current of copper deposition through a stagnant film.
Result under test:  i_lim = (2 F D c / delta) * E,
    E = (2 + 2q - q^2)/(1 + q + q^2),   q = (a/(a+c))^(1/3)
c: copper sulfate, a: sulfuric acid (bulk, mol/L), D: copper-ion diffusivity,
delta: film thickness, s = a/c.  Ions: Cu(2+), H(+), SO4(2-), fully dissociated.
phi is the potential in units RT/F, zero in the bulk; the cathode is at x = 0.
Dimensionless tests use delta = D = c = 1, so that the limiting flux equals E.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, solve_bvp, quad, trapezoid
from scipy.optimize import brentq

FARADAY = const.N_A * const.e


def enhancement(s):
    q = (s / (1 + s)) ** (1 / 3)
    return (2 + 2 * q - q * q) / (1 + q + q * q)


def integrate_film(copper, charges, inert, stop=0.0):
    """March from bulk to wall at unit flux; return distance at which copper = stop."""
    charges = np.array(charges, float)

    def slope(y, state):
        cu, others = state[0], state[1:-1]
        field = 2 / (4 * cu + np.sum(charges**2 * others))
        return np.r_[-(1 - 2 * cu * field), charges * others * field, -field]

    def depleted(y, state):
        return state[0] - stop
    depleted.terminal = True
    run = solve_ivp(slope, (0, 20 * copper), np.r_[copper, inert, 0.0],
                    method="DOP853", events=depleted, rtol=1e-11, atol=1e-13,
                    dense_output=True)
    assert len(run.t_events[0]) == 1
    return run.t_events[0][0], run.y_events[0][0], run.sol


def transient_flux(s, d_proton, d_sulfate, cells=50):
    """Long-time copper flux from a time-dependent neutral three-ion simulation."""
    h = 1 / cells
    z = np.array([2.0, 1.0, -2.0])
    d = np.array([1.0, d_proton, d_sulfate])
    bulk = np.array([1.0, 2 * s, 1 + s])
    gap = np.full(cells, h)
    gap[-1] = h / 2

    def rates(t, y):
        cu, proton = y[:cells], y[cells:]
        ions = np.vstack([cu, proton, cu + proton / 2])
        padded = np.column_stack([ions, bulk])
        grad = np.diff(padded, axis=1) / gap
        face = (padded[:, :-1] + padded[:, 1:]) / 2
        face[:, -1] = bulk
        current = -2 * cu[0] / (h / 2)      # zero copper at the wall
        field = -(current + (z * d) @ grad) / ((z * z * d) @ face)
        flux = -d[:, None] * (grad + z[:, None] * face * field)
        flux = np.column_stack([[current / 2, 0.0], flux[:2]])
        return -(np.diff(flux, axis=1) / h).ravel()

    start = np.r_[np.full(cells, 1.0), np.full(cells, 2 * s)]
    run = solve_ivp(rates, (0, 20), start, method="BDF", rtol=1e-6, atol=1e-9)
    assert run.success
    return 2 * run.y[0, -1] / h


def poisson_film(s, debye, wall_d=1.0):
    """Steady Poisson-Nernst-Planck film; D varies linearly from wall_d to 1."""
    def slope(x, y, p):
        cu, proton, sulfate, phi, field = y
        d = wall_d + (1 - wall_d) * x
        return np.vstack([p[0] / d - 2 * cu * field, -proton * field,
                          2 * sulfate * field, field,
                          -(2 * cu + proton - 2 * sulfate) / debye**2])

    def ends(left, right, p):
        return np.array([left[0], left[4], right[0] - 1, right[1] - 2 * s,
                         right[2] - 1 - s, right[3]])
    x = np.linspace(0, 1, 301)
    guess = np.vstack([x, np.full_like(x, 2 * s), x + s, 0.6 * (x - 1),
                       np.full_like(x, 0.6)])
    run = solve_bvp(slope, ends, x, guess, p=[1.5], tol=1e-6, max_nodes=20000)
    assert run.success, run.message
    return run


def with_bisulfate(c, a, k):
    """Enhancement when HSO4(-) = H(+) + SO4(2-) has constant k (mol/L)."""
    b = brentq(lambda v: (2 * a - v) * (c + a - v) - k * v, 0, min(2 * a, c + a))
    proton, sulfate = 2 * a - b, c + a - b
    u = brentq(lambda v: 2 * sulfate * v**3 + b * v**2 - proton, 0, 1)
    wall_sum = proton / u + sulfate * u**2 + b * u
    value = (c + proton + sulfate + b - wall_sum) / c
    length, _, _ = integrate_film(c, [1, -2, -1], [proton, sulfate, b])
    assert abs(length / c - value) < 1e-6
    return value, b


# --- closed form against direct integration of the ion equations ---
previous = 2.0
for s in (1e-6, 1e-3, 0.1, 1.0, 10.0, 100.0):
    length, wall, profile = integrate_film(1.0, [1, -2], [2 * s, 1 + s])
    assert abs(length - enhancement(s)) < 1e-6
    assert length < previous
    previous = length
    raw = 2 + 3 * s - 3 * s ** (2 / 3) * (1 + s) ** (1 / 3)
    assert abs(length - raw) < 1e-6
    assert abs(wall[-1] - np.log(s / (1 + s)) / 3) < 1e-6
    middle = profile(length / 2)
    u = np.exp(middle[-1])
    assert abs(2 * (1 + s) * u**2 + s / u - (2 + 3 * s - length / 2)) < 1e-6
    if s == 1e-6:
        assert abs((2 - length) / (3 * s ** (2 / 3)) - 1) < 0.02
    if s == 100.0:
        assert abs((length - 1) * 3 * s - 1) < 0.01
length, _, _ = integrate_film(1.0, [1, -2], [0.0, 1.0], stop=1e-4)
assert abs(length - 2 * (1 - 1e-4)) < 1e-7
for q in (0.2, 0.5, 0.8):
    def at(v):
        return enhancement(v**3 / (1 - v**3))
    numeric = (at(q + 1e-5) - at(q - 1e-5)) / 2e-5
    assert abs(numeric + 3 * q * (q + 2) / (1 + q + q * q) ** 2) < 1e-7

# --- inert-ion diffusivities do not matter in the steady state ---
s_test = 1 / 6
flux_fast = transient_flux(s_test, 10.0, 1.5)
flux_slow = transient_flux(s_test, 1.0, 3.0)
assert abs(flux_fast - flux_slow) < 1e-3
assert abs(flux_fast / enhancement(s_test) - 1) < 0.005

# --- neutrality is not assumed here; error must shrink with the Debye length ---
coarse, fine = poisson_film(s_test, 0.04), poisson_film(s_test, 0.01)
error_coarse = abs(coarse.p[0] - enhancement(s_test))
error_fine = abs(fine.p[0] - enhancement(s_test))
assert error_fine < 0.01 and error_fine < 0.5 * error_coarse
cu, proton, sulfate, phi, field = fine.sol(0.5)
share = 2 * cu * field / fine.p[0]
assert abs(share - 4 * cu / (4 * cu + proton + 4 * sulfate)) < 0.01
mean_share = trapezoid(2 * fine.y[0] * fine.y[4], fine.x) / fine.p[0]
assert abs(mean_share - (1 - 1 / enhancement(s_test))) < 0.01

# --- worked example: rough typical bath and film values ---
temperature = 298.15        # K
d_copper = 5.0e-6           # cm2/s
d_sulfate = 7.5e-6          # cm2/s
film_um = 50.0
thermal_mv = 1e3 * const.k * temperature / const.e
print(f"temperature {temperature:.2f} K, RT/F {thermal_mv:.3f} mV")
print(f"copper-ion diffusivity {d_copper:.2e} cm2/s, film {film_um:.0f} um")
print(f"sulfate-ion diffusivity {d_sulfate:.2e} cm2/s")
baths = {"low acid": (0.60, 0.10), "high acid": (0.30, 1.80)}
for name, (c, a) in baths.items():
    q = (a / (a + c)) ** (1 / 3)
    e = enhancement(a / c)
    diffusion = 2 * FARADAY * d_copper * c / (film_um * 1e-4)   # mA/cm2
    wall_sum = 3 * a ** (2 / 3) * (a + c) ** (1 / 3)
    print(f"[{name}] copper {c:.2f} mol/L, acid {a:.2f} mol/L, s = {a / c:.4f}")
    print(f"  q = {q:.4f}, film potential drop {-thermal_mv * np.log(q):.2f} mV")
    print(f"  ion sum: bulk {2 * c + 3 * a:.4f}, wall {wall_sum:.4f} mol/L")
    print(f"  wall H+ {2 * a / q:.4f}, wall sulfate {(a + c) * q * q:.4f} mol/L")
    print(f"  enhancement E = {e:.4f}, mean migration share {1 - 1 / e:.4f}")
    print(f"  migration share at bulk edge {4 * c / (8 * c + 6 * a):.4f}")
    print(f"  pure-diffusion current {diffusion:.2f} mA/cm2")
    print(f"  limiting current {diffusion * e:.2f} mA/cm2 = {10 * diffusion * e:.1f} A/m2")
    print(f"  same copper, no acid {2 * diffusion:.2f} mA/cm2")
    for k in (0.01, 0.1):
        e_b, b = with_bisulfate(c, a, k)
        print(f"  bisulfate, K = {k:.2f} mol/L: HSO4- {b:.4f} mol/L, E = {e_b:.4f}, "
              f"current {diffusion * e_b:.1f} mA/cm2")
for s in (0.001, 0.01, 0.1, 1.0, 10.0):
    print(f"acid/copper ratio {s:g}: E = {enhancement(s):.4f}")

# --- remaining neglected effects, low-acid bath ---
c, a = baths["low acid"]
q, e = (a / (a + c)) ** (1 / 3), enhancement(a / c)
permittivity = 78.4 * const.epsilon_0       # water near room temperature
kt = const.k * temperature
slope_dh = const.e**3 * np.sqrt(2000 * const.N_A) / (8 * np.pi * (permittivity * kt)**1.5)


def log_gamma(conc):
    root = np.sqrt(4 * conc)
    return -4 * slope_dh * root / (1 + root)


def thermodynamic_factor(conc):
    return 1 + (log_gamma(conc * 1.0001) - log_gamma(conc * 0.9999)) / 0.0002


factor = quad(thermodynamic_factor, 0, c)[0] / c
by_parts = 1 + log_gamma(c) - quad(log_gamma, 0, c)[0] / c
assert abs(factor - by_parts) < 1e-5
print(f"acid-free film, {c:.2f} mol/L: mean activity factor {factor:.3f} (Guntelberg)")

d_wall = 7.0e-6
d_mean = 1 / quad(lambda x: 1 / (d_wall + (d_copper - d_wall) * x), 0, 1)[0]
varied = poisson_film(s_test, 0.01, d_wall / d_copper)
assert abs(varied.p[0] / (enhancement(s_test) * d_mean / d_copper) - 1) < 0.01
print(f"diffusivity {d_wall:.1e} at wall: harmonic mean {d_mean:.3e} cm2/s, "
      f"current x {d_mean / d_copper:.3f}")

d_salt = 2 * d_copper * d_sulfate / (d_copper + d_sulfate)
transference = d_copper / (d_copper + d_sulfate)
assert abs(d_salt / (1 - transference) / (2 * d_copper) - 1) < 1e-12


def convective_film(d):
    return quad(lambda x: np.exp(-x**3 / d), 0, 10)[0]


film_ratio = convective_film(d_salt / d_copper) / convective_film(1.0)
assert abs(film_ratio - (d_salt / d_copper) ** (1 / 3)) < 1e-6
print(f"salt diffusivity {d_salt:.2e} cm2/s, copper transference {transference:.3f}")
print(f"convective film ratio {film_ratio:.4f}: acid-free factor {2 / film_ratio:.3f}, not 2")

molar_volume = 7.1          # cm3/mol, metallic copper, rough
print(f"surface-growth Peclet number {e * c * 1e-3 * molar_volume:.4f}")
charge_sum = 1000 * (2 * a / q + 4 * (a + c) * q * q)
debye = np.sqrt(permittivity * kt / (const.e**2 * const.N_A * charge_sum))
print(f"Debye length at wall {debye * 1e9:.3f} nm")
copper_potential = 0.34     # V against standard hydrogen, rough
onset = (2 * a / q) ** 2 * np.exp(-2 * copper_potential * const.e / kt)
print(f"hydrogen possible (1 bar, ideal) when wall copper < {onset:.1e} mol/L")
print("checks complete")
```

Output:

```
temperature 298.15 K, RT/F 25.693 mV
copper-ion diffusivity 5.00e-06 cm2/s, film 50 um
sulfate-ion diffusivity 7.50e-06 cm2/s
[low acid] copper 0.60 mol/L, acid 0.10 mol/L, s = 0.1667
  q = 0.5228, film potential drop 16.67 mV
  ion sum: bulk 1.5000, wall 0.5739 mol/L
  wall H+ 0.3826, wall sulfate 0.1913 mol/L
  enhancement E = 1.5435, mean migration share 0.3521
  migration share at bulk edge 0.4444
  pure-diffusion current 115.78 mA/cm2
  limiting current 178.71 mA/cm2 = 1787.1 A/m2
  same copper, no acid 231.56 mA/cm2
  bisulfate, K = 0.01 mol/L: HSO4- 0.1961 mol/L, E = 2.0681, current 239.4 mA/cm2
  bisulfate, K = 0.10 mol/L: HSO4- 0.1683 mol/L, E = 1.8837, current 218.1 mA/cm2
[high acid] copper 0.30 mol/L, acid 1.80 mol/L, s = 6.0000
  q = 0.9499, film potential drop 1.32 mV
  ion sum: bulk 6.0000, wall 5.6847 mol/L
  wall H+ 3.7898, wall sulfate 1.8949 mol/L
  enhancement E = 1.0509, mean migration share 0.0485
  migration share at bulk edge 0.0909
  pure-diffusion current 57.89 mA/cm2
  limiting current 60.84 mA/cm2 = 608.4 A/m2
  same copper, no acid 115.78 mA/cm2
  bisulfate, K = 0.01 mol/L: HSO4- 2.0862 mol/L, E = 1.1655, current 67.5 mA/cm2
  bisulfate, K = 0.10 mol/L: HSO4- 1.9780 mol/L, E = 1.1488, current 66.5 mA/cm2
acid/copper ratio 0.001: E = 1.9730
acid/copper ratio 0.01: E = 1.8903
acid/copper ratio 0.1: E = 1.6328
acid/copper ratio 1: E = 1.2202
acid/copper ratio 10: E = 1.0316
acid-free film, 0.60 mol/L: mean activity factor 0.441 (Guntelberg)
diffusivity 7.0e-06 at wall: harmonic mean 5.944e-06 cm2/s, current x 1.189
salt diffusivity 6.00e-06 cm2/s, copper transference 0.400
convective film ratio 1.0627: acid-free factor 1.882, not 2
surface-growth Peclet number 0.0066
Debye length at wall 0.401 nm
hydrogen possible (1 bar, ideal) when wall copper < 4.7e-13 mol/L
checks complete
```
